# Tuning the range-separation parameter: root search and loss of size consistency, part 2

The range-separation parameter $\omega$ is tuned so that the highest occupied eigenvalue $\varepsilon_H$ equals minus the ionization energy $I$. Is this size consistent: is the energy assigned to fragments X and Y at separation $R\to\infty$ the sum of those assigned to each alone? Algebra is in atomic units; numbers are in eV and Å. B and C are boron and carbon. The functional RSHXLDA is

$$E[\gamma;\omega]=\sum_\sigma \operatorname{tr}(h\gamma_\sigma)+E_H[\rho]-\frac12\sum_\sigma\iint \gamma_\sigma(\mathbf r,\mathbf r')^2\,\frac{\operatorname{erf}(\omega r_{12})}{r_{12}}+\sum_\sigma\int e_\sigma(\rho_\sigma;\omega)+E_c[\rho_\alpha,\rho_\beta]+V_{nn}, \tag{1}$$

with spin density matrices $\gamma_\sigma$, densities $\rho_\sigma$, one-electron operator $h$, Hartree energy $E_H$, short-range LDA exchange $e_\sigma$ and PW92 correlation $E_c$. The Fock operator $f_\sigma$ contains $-K_\sigma$, $K_\sigma(\mathbf r,\mathbf r')=\gamma_\sigma(\mathbf r,\mathbf r')\operatorname{erf}(\omega r_{12})/r_{12}$. For $N$ electrons,

$$I(\omega)=E(N-1;\omega)-E(N;\omega),\qquad J(\omega)=\varepsilon_H(\omega)+I(\omega). \tag{2}$$

The tuned $\omega$ ($\omega_X$ for X) is the root of $J$. A prime means $d/d\omega$; $\varepsilon_L$ is the lowest unoccupied eigenvalue. Let the HOMO $\phi$ have occupation $n$ (neutral 1, cation 0), energy $E(n)$ and eigenvalue $\varepsilon(n)$. If emptying it gives the cation used,

$$\frac{\partial E}{\partial n}=\langle\phi|f|\phi\rangle=\varepsilon(n), \tag{8}$$

$$J=\int_0^1[\varepsilon(1)-\varepsilon(n)]\,dn=\int_0^1 n\,\frac{\partial^2E}{\partial n^2}\,dn. \tag{9}$$

The $\omega$ derivatives are

$$E'=-\frac1{\sqrt\pi}\sum_\sigma\iint\gamma_\sigma^2\,e^{-\omega^2r_{12}^2}+\frac1\omega\sum_\sigma\int e^0_\sigma\,aF_a, \tag{10}$$

$$J'=\frac{\partial E'}{\partial n}\Big|_{n=1}+E'(N-1)-E'(N), \tag{11}$$

where $e_\sigma=e^0_\sigma F(a)$, $e^0_\sigma=-3k\rho_\sigma/4\pi$, $a=\omega/2k$, $k=(6\pi^2\rho_\sigma)^{1/3}$ and $F_a=dF/da$. For every finite system $J'(0)=-1/\sqrt\pi$.

Bisection of a bracket of width $W$ to tolerance $\tau$ takes $\lceil\log_2(W/\tau)\rceil$ steps. Secant errors $e_k=\omega_k-\omega_0$ about the root $\omega_0$ obey

$$e_{k+1}\simeq C\,e_ke_{k-1},\qquad C=\frac{J''}{2J'}, \tag{12}$$

with $C<0$ for falling, convex $J$. An error $\eta$ in $J$ shifts the root and the tuned energy by

$$\delta\omega=-\frac{\eta}{J'},\qquad \delta E=E'\delta\omega=-\eta\,\frac{E'}{J'}. \tag{13}$$

## 6. Two fragments at fixed $\omega$

Let X and Y be so far apart that every product of a basis function on X with one on Y vanishes, and take a block-diagonal trial $\gamma_\sigma=\gamma^X_\sigma+\gamma^Y_\sigma$ with integer electron numbers. The kinetic energy adds. The local terms add because $\rho^X$ and $\rho^Y$ do not overlap. In the exchange term, $\gamma^2=(\gamma^X)^2+(\gamma^Y)^2+2\gamma^X\gamma^Y$, and the cross term vanishes because $\gamma^X(\mathbf r,\mathbf r')$ needs both points on X and $\gamma^Y$ needs both on Y. The cross parts of the Hartree, nuclear-attraction and nuclear-repulsion terms combine into the classical interaction of the two total charge distributions. For atoms with inversion symmetry there are no permanent dipoles. A charge $Q$ on X and a neutral Y with traceless quadrupole moment $\Theta_{zz}=\frac12\int\rho_{\rm ch}(3z^2-r^2)\,d^3r$ along the axis ($\rho_{\rm ch}$ the charge density of Y) interact as $Q\Theta_{zz}/R^3$, and two neutral atoms as $R^{-5}$.

The Fock operator is also block diagonal: $K_\sigma$ is proportional to $\gamma_\sigma$, and all other terms are local or differential. Each block is the fragment operator plus the electrostatic potential of the other fragment, which vanishes as $R\to\infty$. The sum of two fragment solutions is therefore a solution, with

$$E_{XY}(\omega)=E_X(\omega)+E_Y(\omega)\quad(R\to\infty), \tag{14}$$

and a spectrum that is the union of the fragment spectra. Spin-unrestricted orbitals are needed here for open-shell fragments. At finite $R$ a uniform potential $\varphi$ of neutral Y at X shifts $\varepsilon_H$ of X by $-\varphi$ (charge $-1$) and the cation energy, hence $I$, by $+\varphi$. The leading correction cancels in $J$.

## 7. Tuning the pair

### When integer charges are stable

Equation (14) describes a stationary state; it has to be the lowest. Start from X$^+$ and Y and let the HOMO $\phi_Y$ of Y mix with the LUMO $\phi_X$ of X$^+$ of the same spin: $\phi=\sqrt q\,\phi_X+\sqrt{1-q}\,\phi_Y$. The state is still a single determinant. Its diagonal blocks are fragments with occupations $q$ and $1-q$ and charges $1-q$ and $q$, which repel with energy $q(1-q)/R$. The two off-diagonal blocks, $\sqrt{q(1-q)}\,\phi_X(\mathbf r)\phi_Y(\mathbf r')$ and its transpose, add nothing to the density. They add to the exchange energy $-\frac12\cdot2\cdot q(1-q)\iint\phi_X^2\phi_Y^2\operatorname{erf}(\omega r_{12})/r_{12}=-q(1-q)/R$ when $\omega R\gg1$. The two $1/R$ terms cancel, and the energy relative to the integer state is

$$D(q)=E_X(n{=}q)+E_Y(n{=}1-q)-E_X(n{=}0)-E_Y(n{=}1).$$

By (8),

$$\frac{dD}{dq}\Big|_{0}=\varepsilon_L(X^+)-\varepsilon_H(Y)\equiv g(\omega). \tag{15}$$

For $g<0$ the hole spreads, $E_{XY}(N-1)$ drops below the integer value, and the formulas below do not apply. The condition $g>0$ is local; $D(q)>0$ at finite $q$ has to be checked as well. For the neutral pair the same mixing creates charges $-q$ and $+q$, whose attraction $-q^2/R$ adds to the exchange term $-q(1-q)/R$ instead of cancelling it. The sum $-q/R$ vanishes as $R\to\infty$, where local stability requires each fragment's LUMO to lie above the other's HOMO of the same spin; at finite $R$ the margin must exceed $1/R$.

### The tuned parameter and the violation

With integer charges, the HOMO of the pair is the higher fragment HOMO and the cation is the cheaper one:

$$J_{XY}=\max(\varepsilon_H^X,\varepsilon_H^Y)+\min(I_X,I_Y). \tag{16}$$

If X supplies both terms near the root, $J_{XY}=J_X$ and $\omega_{XY}=\omega_X$. With (14),

$$\Delta\equiv E_{XY}(\omega_{XY})-E_X(\omega_X)-E_Y(\omega_Y)=E_Y(\omega_X)-E_Y(\omega_Y)=\int_{\omega_Y}^{\omega_X}E_Y'\,d\omega, \tag{17}$$

and to leading order $\Delta\simeq E_Y'(\omega_Y)(\omega_X-\omega_Y)$. The violation is first order in the mismatch because $J_Y=0$ places no condition on $E_Y'$. It does not depend on $R$: a dissociation curve in which every species is tuned separately tends to $\Delta$ instead of zero. It is extensive in the spectator, since one X among $M$ distant copies of Y gives $M\Delta$ under the same assumptions. It vanishes if $\omega_X=\omega_Y$, or if the integral happens to be zero.

If X holds the HOMO and Y the lower $I$, then $J_{XY}=\varepsilon_H^X+I_Y$. At its root $J_X=\varepsilon_H^X+I_X\ge0$ and $J_Y=\varepsilon_H^Y+I_Y\le0$, so for decreasing $J_X$ and $J_Y$ the root satisfies $\omega_Y\le\omega_{XY}\le\omega_X$, and both fragments contribute an integral to $\Delta$. The max and min in (16) are continuous with kinks, where (12) does not hold.

Using one $\omega$ for all species in an energy difference restores (14), at the price that the tuning condition fails for at least one of them.

## 8. Identical fragments

For X···X with a localised hole, (16) gives $J_X$ and $\Delta=0$. Whether the hole is localised depends on the deviation from linearity $d(n)=E(n)-nE(1)-(1-n)E(0)$. Adding $d(q)$ and $d(1-q)$, the linear parts sum to $E(1)+E(0)$, so $D(q)=d(q)+d(1-q)$. For equal sharing the cation energy is $2E(\frac12)$, the $\pm1/4R$ terms cancelling, and

$$J_{\rm sym}=\varepsilon_H+2\big[E(\tfrac12)-E(1)\big]=J+2d(\tfrac12), \tag{18}$$

because $2E(\frac12)=2d(\frac12)+E(1)+E(0)$. If only these two cations compete, $J_{XX}=\min(J,J_{\rm sym})$, and for decreasing functions the root is the smaller of $\omega_X$ and $\omega_{\rm sym}$. Local stability of the localised hole is governed by (15) with Y = X: $g_{XX}=\varepsilon_L(X^+)-\varepsilon_H(X)$, which at the tuned point equals $\varepsilon_L(X^+)+I$ and is not fixed by tuning.

For a hole shared equally among $M$ copies, the off-diagonal blocks have weight $1/M$, the pairwise $1/(M^2R)$ terms cancel as before, and $J_M=\varepsilon(1)-M\int_{1-1/M}^1\varepsilon\,dn\simeq\frac1{2M}\,\partial_n\varepsilon|_{n=1}$. On this branch $J_M$ and its slope fall as $1/M$ for large $M$ at any fixed $\omega$, and by (13) the root search becomes ill conditioned.

## 9. Worked example: boron and carbon

The calculation is RSHXLDA/cc-pVDZ with a $40\times86$ grid per atom, for B ($2p_x$), B$^+$, triplet C ($2p_x2p_y$) and C$^+$, with all unpaired electrons of spin $\alpha$ and occupations fixed per $x$ and $y$ reflection class. The program and its output follow the text. Four decimals are kept so that differences can be followed; they measure internal consistency, not accuracy. A $60\times194$ grid leaves the roots, the ionization energies and $\Delta$ unchanged to four decimals, but the basis is not converged: cc-pVTZ gives $\omega_B=1.16$, $\omega_C=1.26$ Å$^{-1}$ and $\Delta=0.29$ eV, aug-cc-pVTZ gives $1.16$, $1.25$ Å$^{-1}$ and $0.26$ eV, while the tuned ionization energies move by less than 0.03 eV. The energy and Fock matrix at $\omega=0$ and the long-range exchange matrix are tested against pyscf.

| $\omega$ (Å$^{-1}$) | $J_B$ (eV) | $J_C$ (eV) | $g$ (eV) |
|---|---|---|---|
| 0.2 | 3.1308 | 4.2479 | −4.5668 |
| 0.5 | 1.4984 | 2.3693 | −0.9720 |
| 0.8 | 0.6092 | 1.1480 | 1.2041 |
| 1.1 | 0.1313 | 0.3884 | 2.4329 |
| 1.5 | −0.1880 | −0.2000 | 3.2869 |
| 2.2 | −0.3912 | −0.6607 | 3.8693 |
| 3.0 | −0.4537 | −0.8424 | 4.0658 |

Each column changes sign once on this scan. The roots are $\omega_B=1.22868$ Å$^{-1}$ (0.65019 bohr$^{-1}$) and $\omega_C=1.33473$ Å$^{-1}$ (0.70631 bohr$^{-1}$), with $I_B=9.2238$ eV and $I_C=12.1629$ eV equal to minus the HOMO energies. A difference quotient of $E(n)$ for boron gives $-9.2238$ eV, the test of (8). The measured ionization energies are roughly 8.3 eV and 11.3 eV, so both tuned values are about 0.9 eV too high. Near the root a change of $\omega$ does not repair this: $I_B'=0.0326$ eV Å there, so it moves $\varepsilon_H$ relative to $-I$ and leaves $I$ almost unchanged. That the excess comes from the LDA correlation term is a conjecture, not examined here.

**Root search for boron.** Equation (10) gives $E_B'=-2.5763$ eV Å against $-2.5764$ eV Å from differences of self-consistent energies. Equation (11) gives $J'=-0.9277+0.0326=-0.8951$ eV Å against $-0.8953$ eV Å. On the bracket $[1.1,1.5]$ Å$^{-1}$ and for $\tau=1.9\times10^{-9}$ Å$^{-1}$, bisection needs $\lceil\log_2(0.4/1.9\times10^{-9})\rceil=28$ steps. Brent used 8 values of $J$ and the secant method 7, endpoints included; the two roots are tested against each other. The secant errors in Å$^{-1}$, measured from the final secant iterate, are $-1.29\times10^{-1}$, $2.71\times10^{-1}$, $3.58\times10^{-2}$, $-1.06\times10^{-2}$, $3.80\times10^{-4}$, $3.99\times10^{-6}$ and $-1.63\times10^{-9}$. From the third on, each sign is minus the product of the two preceding signs, as (12) requires for $C<0$. The last triple well above the noise gives $3.99\times10^{-6}/[(3.80\times10^{-4})(-1.06\times10^{-2})]=-0.991$ Å, against $C=1.7798/[2(-0.8953)]=-0.994$ Å.

An error of 1 meV in $J$ shifts the root by $0.001/0.8951=0.001117$ Å$^{-1}$, tested by re-evaluating $J$ at the shifted point. By (13) the tuned energy of boron then moves by $2.5763\times0.001117=0.0029$ eV. Rotating the HOMO by $10^{-3}$ rad into the next orbital of its class changes $E$ by $1.29\times10^{-5}$ eV and $\varepsilon_H$ by $1.46\times10^{-3}$ eV; doubling the angle multiplies these by 4.000 and 2.007. This state, whose energy is good to about $10^{-5}$ eV, would thus misplace the root by $1.46\times0.001117=0.0016$ Å$^{-1}$. The same sensitivity applies to changes of model: the gap $\omega_C-\omega_B=0.106$ Å$^{-1}$ corresponds to only about 0.09 eV in $J_B$, so a change of model that altered $J_B$ alone by 0.03 eV would change $\Delta$ by about a third.

**Stability.** The root of $g$ is $\omega^*=0.614$ Å$^{-1}$. Moving $q=0.02$ of the hole to carbon changes the energy by $-14.38$ meV at $\omega^*-0.094$ Å$^{-1}$ and by $+14.17$ meV at $\omega^*+0.094$ Å$^{-1}$, the test of the sign rule (15). The transfer is computed from C $2p_y$ to B $2p_x$; at infinite separation the orientation on each atom is immaterial. At $\omega_B$, $g=-9.2290+12.0083=2.7793$ eV, $D(\frac12)=1.4330$ eV, and $D(1)=I_C-I_B=12.1663-9.2238=2.9425$ eV. The LUMOs of B (0.1910 eV) and C ($-0.7048$ eV) lie above both HOMOs, and boron holds the higher HOMO. The assumptions of (17) hold with X = B and Y = C, at the values of $q$ sampled.

**Supermolecule.** For quartet B···C at 100 Å, the secant search starts from $\omega_C$ and $0.9\,\omega_C$, both above $\omega^*$, and the first cation is started from the neutral density so that the iteration selects the site of the hole. The result is $\omega_{BC}=1.22868$ Å$^{-1}$, equal to $\omega_B$, with charge 1.000000 on boron in the cation. At this fixed $\omega$ the non-additivity is $1.1\times10^{-9}$ eV for the neutral pair and $5.5\times10^{-6}$ eV for the cation. The positive sign and the ordering agree with the multipole argument, since carbon's $p$ electrons lie in the $xy$ plane and make $\Theta_{zz}>0$; the fragment moments $\Theta^C_{zz}=1.395$ and $\Theta^B_{zz}=1.139$ a.u. give $Q\Theta^C_{zz}/R^3=5.6\times10^{-6}$ eV and $6\Theta^B_{zz}\Theta^C_{zz}/R^5=1.1\times10^{-9}$ eV. The scaling with $R$ was not computed. The violation follows by three roads:

$$\text{supermolecule: } -1690.7780+666.6136+1024.4672=0.3028\ \text{eV},$$

$$\text{fragments: } E_C(\omega_B)-E_C(\omega_C)=-1024.1644+1024.4672=0.3028\ \text{eV},$$

$$\text{Simpson: } (1.22868-1.33473)\,\frac{-2.7782+4(-2.8534)-2.9396}{6}=(-0.10605)(-2.8552)=0.3028\ \text{eV}.$$

The third line uses only (10), at $\omega_C$, the midpoint and $\omega_B$. Thus $\Delta=0.30$ eV (0.011 hartree) at this level of theory, positive because $E_C'<0$ and $\omega_B<\omega_C$. The linear estimate $0.10605\times2.7782=0.2946$ eV is 2.7% below the full value. With $\omega_B$ used throughout, $\Delta$ is replaced by the residual non-additivity, and carbon violates its tuning condition by $J_C(\omega_B)=-12.0083+12.1663=0.1580$ eV.

**B···B.** The shared-hole determinant built from fragment orbitals has an energy $4.5\times10^{-6}$ eV above $2E(\frac12)$; with the off-diagonal blocks removed the excess is 0.03600 eV, equal to $1/4R$. Both are tested. At $\omega_B$, $2d(\frac12)=+0.0009$ eV, so the equally shared hole lies above the localised one. Its root is $\omega_{\rm sym}=1.2307$ Å$^{-1}$, consistent with (18): $J(\omega_{\rm sym})\simeq-0.895\times0.0020=-0.0018$ eV cancels $2d=0.0018$ eV there. Between these two candidates $\omega_{BB}=\omega_B$, and the printed $\Delta$ is zero.

The output also shows that this zero is not the full answer. At $\omega_B$, $g_{BB}=-9.2290+9.2238=-0.0052$ eV is negative, so the localised hole is locally unstable, while $D(\frac14)=+0.0004$ eV is positive. A state with $0<q<\frac14$ therefore lies below both candidates. A scan of $q$ puts the minimum near $q=0.05$, about 0.13 meV below the localised state. A bound follows without the scan. If the slope of $D$ never falls below its initial value, the depth is less than $0.0052\times\frac14=1.3$ meV. If in addition the slope of the tuning function stays near $J'$, the root moves down by less than $0.0015$ Å$^{-1}$, and $\Delta$ is positive and below $2\times2.58\times0.0015\approx0.008$ eV. These conditional bounds are loose: with the scanned depth the same estimate gives $\Delta\approx0.0008$ eV. $E(n)$ of tuned boron is nearly linear in this model, and the position of the hole is decided at the meV level. The order of the localised and shared states therefore belongs to this basis. In cc-pVTZ and aug-cc-pVTZ, each at its own $\omega_B$, $2d(\frac12)$ is $-3.0$ and $-6.4$ meV and $g_{BB}$ is $-17$ and $-26$ meV, so the shared hole lies below the localised one and $\Delta$ for B···B is not zero even between these two candidates.

## 10. Failure modes

- **No root or several.** $J'(0)<0$ is the only general statement derived here. If $J$ stays positive up to the Fock limit there is nothing to bracket. Roots closer together than the scan spacing go unseen.
- **State switching.** If either self-consistent solution jumps to another branch as $\omega$ changes, $J$ can be discontinuous, and a bracketing method converges to the jump. A small final $|J|$ must be required in addition to a small interval. Fixed occupations per symmetry class and warm starts keep one branch; whether it is the lowest needs a separate check.
- **A cation not connected to the HOMO.** Equation (9) assumes that emptying the HOMO leads to the cation used. In the mixed case of (16) it does not, and $J$ is no longer a curvature.
- **Crossing $\omega^*$.** Below $\omega^*$ the integer cation of a pair is unstable and $J_{XY}\ne J_X$. A scan for a composite system that includes such points samples a different function, and a secant step with $C<0$ can land there.
- **Flat $J$.** In the table, $J_B$ falls by 1.63 eV between 0.2 and 0.5 Å$^{-1}$ and by 0.06 eV between 2.2 and 3.0 Å$^{-1}$. A root in the flat region, or on a delocalised branch with slope $\propto1/M$, is poorly determined by (13), and extrapolating steps from there are large.
- **Soft hole modes.** When $|g|$ is of meV size, the energy is nearly flat in $q$ close to the integer state. For identical fragments with nearly linear $E(n)$, as for B···B, it is nearly flat for all $q$, and the state found can depend on the starting density. For different fragments a small $|g|$ does not imply this, because $D(1)=I_Y-I_X$ can still be several eV.
- **Energy differences between separately tuned species.** Each such difference contains terms $\int E'd\omega$ of the form (17). Reporting $E'$ and $J'$ with the tuned $\omega$ allows both this term and the propagated error (13) to be estimated.

## Numbers as computed

```
RSHXLDA/cc-pVDZ, grid 40x86; scan: w (1/A), J_B, J_C, g (eV)
  0.2    3.1308    4.2479   -4.5668
  0.5    1.4984    2.3693   -0.9720
  0.8    0.6092    1.1480    1.2041
  1.1    0.1313    0.3884    2.4329
  1.5   -0.1880   -0.2000    3.2869
  2.2   -0.3912   -0.6607    3.8693
  3.0   -0.4537   -0.8424    4.0658
w_B = 1.22868 1/A = 0.65019 1/bohr
w_C = 1.33473 1/A = 0.70631 1/bohr
J values to 1.9e-09 1/A: Brent 8, secant 7, bisection steps 28
secant errors (1/A): -1.29e-01 2.71e-01 3.58e-02 -1.06e-02 3.80e-04 3.99e-06 -1.63e-09
B at w_B: eps_H -9.2238, eps_L 0.1910, I 9.2238 eV
C at w_C: eps_H -12.1629, I 12.1629 eV
C at w_B: eps_H -12.0083, eps_L -0.7048, I 12.1663 eV
eps_L(B+) at w_B = -9.2290 eV
dE/dn of B (Janak) = -9.2238 eV
dE_B/dw: Hellmann-Feynman -2.5763, difference -2.5764 eV A
deps_H/dw -0.9277, dI/dw 0.0326 eV A
J' of B: formula -0.8951, difference -0.8953 eV A
J'' of B = 1.7798 eV A^2
secant constant: observed -0.9910, J''/2J' -0.9940 A
shift of w_B per 1 meV error in J = 0.001117 1/A
rotation 1e-3 rad: dE 1.29e-05, |deps| 1.46e-03 eV
doubling it multiplies dE by 4.000, deps by 2.007
w* (g = 0) = 0.614 1/A
q=0.02 at w* -/+ 0.094 1/A: -14.38, 14.17 meV
at w_B: g 2.7793, q=0.5 costs 1.4330, q=1 costs 2.9425 eV
separation R = 100.0 A
w_BC = 1.22868 1/A = 0.65019 1/bohr
fixed-w non-additivity: neutral 1.1e-09, cation 5.5e-06 eV
charge on B in the cation = 1.000000 e
E_B(w_B) -666.6136, E_C(w_C) -1024.4672 eV
E_C(w_B) -1024.1644, E_BC(w_BC) -1690.7780 eV
dE_C/dw at w_C, midpoint, w_B: -2.7782, -2.8534, -2.9396 eV A
Delta supermolecule = 0.3028 eV = 0.011128 hartree
Delta fragments 0.3028, Simpson 0.3028, linear 0.2946 eV
shared hole minus 2E(N-1/2): 4.5e-06 eV; 1/4R 0.03600 eV
same without intersite exchange = 0.03600 eV
2d at w_B 0.0009, 2d at w_sym 0.0018 eV
w_sym 1.2307, w_BB 1.2287 1/A
1/4:3/4 split minus localised at w_BB = 0.0004 eV
Delta for B...B = 0.0000 eV
```
